# Ultrasoft pseudopotential forces under a constant shift of the effective potential: a program that tests the result

```python
"""
Result under test: with ultrasoft pseudopotentials the complete force on an
atom does not change when a constant c is added to the effective potential.
D -> D + c q and eps -> eps + c leave D - eps q unchanged; the augmentation
term is unchanged because the integral of Q does not depend on position.

Model: periodic 1D cell, two atoms, hartree atomic units.
beta: projectors; Q: augmentation functions; q: integrals of Q;
D: D0 + integral of V_eff Q; S: overlap operator; eps: eigenvalues;
P: products <phi|beta_n><beta_m|phi>; R: atomic positions.
The energy contains a screened Hartree term and a local cubic term.
Forces are checked against finite differences of the total energy.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

LENGTH = 12.0
N_GRID = 108
M_MAX = 22
OCC = 2.0
N_ORB = 2
N_EL = OCC * N_ORB
R_REF = np.array([4.6, 7.3])
SHIFT = 0.75
SLOPE = 0.05
BETA_WIDTH, Q_WIDTH, ION_WIDTH = 0.5, 0.45, 0.8
W_STRENGTH, W_KAPPA, XC_STRENGTH = 0.5, 1.0, 0.1
DEPTH = [2.0, 1.6]
D_BARE = [np.diag([0.2, -0.1]), np.diag([0.1, 0.1])]
Q_CHARGE = [np.diag([0.5, 0.2]), np.diag([0.3, 0.15])]
Q_DIPOLE = [0.10, 0.06]

step = LENGTH / N_GRID
grid = step * np.arange(N_GRID)
g_basis = 2 * np.pi / LENGTH * np.arange(-M_MAX, M_MAX + 1)
waves = np.exp(1j * np.outer(grid, g_basis)) / np.sqrt(LENGTH)
kinetic = np.diag(0.5 * g_basis**2)
g_fft = 2 * np.pi * np.fft.fftfreq(N_GRID, d=step)
kernel = 2 * W_KAPPA * W_STRENGTH / (g_fft**2 + W_KAPPA**2)


def atom_functions(atom, position):
    """Ionic potential, projectors and Q, each with its x-derivative."""
    x = (grid - position + LENGTH / 2) % LENGTH - LENGTH / 2
    v = -DEPTH[atom] * np.exp(-x**2 / (2 * ION_WIDTH**2))
    dv = -x / ION_WIDTH**2 * v
    s = BETA_WIDTH
    gauss = np.exp(-x**2 / (2 * s**2))
    beta = np.array([gauss, x / s * gauss]).T
    dbeta = np.array([-x / s**2 * gauss, (1 / s - x**2 / s**3) * gauss]).T
    t = Q_WIDTH
    u = x / t
    g = np.exp(-u**2 / 2) / (t * np.sqrt(2 * np.pi))
    q0, q1, dip = Q_CHARGE[atom][0, 0], Q_CHARGE[atom][1, 1], Q_DIPOLE[atom]
    aug = np.array([[q0 * g, dip * u * g], [dip * u * g, q1 * u**2 * g]])
    d_odd = dip * (1 - u**2) * g / t
    daug = np.array([[-q0 * u * g / t, d_odd],
                     [d_odd, q1 * (2 * u - u**3) * g / t]])
    return dict(v=v, dv=dv, beta=beta, dbeta=dbeta, aug=aug, daug=daug)


def hartree(density):
    return np.fft.ifft(kernel * np.fft.fft(density)).real


def solve(positions, constant):
    """Self-consistent solution with a constant added to the potential."""
    atoms = [atom_functions(a, positions[a]) for a in range(2)]
    v_ion = atoms[0]["v"] + atoms[1]["v"] + constant
    proj = [step * waves.conj().T @ at["beta"] for at in atoms]
    overlap = np.eye(len(g_basis), dtype=complex)
    for a in range(2):
        overlap += proj[a] @ Q_CHARGE[a] @ proj[a].conj().T
    density = np.full(N_GRID, N_EL / LENGTH)
    for _ in range(600):
        v_eff = v_ion + hartree(density) - XC_STRENGTH * density**2
        d_full = [D_BARE[a] + step * atoms[a]["aug"] @ v_eff
                  for a in range(2)]
        ham = kinetic + step * waves.conj().T @ (v_eff[:, None] * waves)
        for a in range(2):
            ham = ham + proj[a] @ d_full[a] @ proj[a].conj().T
        eps, vec = eigh(ham, overlap)
        coef = vec[:, :N_ORB]
        amp = [proj[a].conj().T @ coef for a in range(2)]
        rho = [OCC * (amp[a].conj() @ amp[a].T).real for a in range(2)]
        new = OCC * np.sum(np.abs(waves @ coef)**2, axis=1)
        for a in range(2):
            new = new + np.einsum("nm,nmx->x", rho[a], atoms[a]["aug"])
        error = np.max(np.abs(new - density))
        if error < 1e-11:
            break
        density = density + 0.3 * (new - density)
    assert error < 1e-11, "self-consistency not reached"
    energy = OCC * np.trace(coef.conj().T @ kinetic @ coef).real
    energy += sum(np.sum(D_BARE[a] * rho[a]) for a in range(2))
    energy += step * np.sum(v_ion * new + 0.5 * hartree(new) * new
                            - XC_STRENGTH / 3 * new**3)
    return dict(atoms=atoms, energy=energy, eps=eps, coef=coef, amp=amp,
                rho=rho, n=new, v_eff=v_eff, D=d_full, H=ham, S=overlap)


def force_terms(sol, a):
    """Terms of the force on atom a; d/dR = -d/dx for rigid functions."""
    at = sol["atoms"][a]
    local = step * np.sum(sol["n"] * at["dv"])
    aug = np.sum(sol["rho"][a] * (step * at["daug"] @ sol["v_eff"]))
    dproj = -step * waves.conj().T @ at["dbeta"]
    damp = dproj.conj().T @ sol["coef"]
    amp = sol["amp"][a]
    dP = (np.einsum("ni,mi->inm", damp.conj(), amp)
          + np.einsum("ni,mi->inm", amp.conj(), damp)).real
    q_dP = np.einsum("nm,inm->i", Q_CHARGE[a], dP)
    d_term = -OCC * np.einsum("nm,inm->", sol["D"][a], dP)
    s_term = OCC * np.sum(sol["eps"][:N_ORB] * q_dP)
    return dict(local=local, aug=aug, D=d_term, eps_q=s_term,
                total=local + aug + d_term + s_term,
                q_dP=OCC * np.sum(q_dP))


def numerical_force(a, constant_of_r):
    """Minus the fourth-order central difference of the total energy."""
    delta = 0.01

    def energy(k):
        pos = R_REF.copy()
        pos[a] += k * delta
        return solve(pos, constant_of_r(pos))["energy"]

    return -(8 * (energy(1) - energy(-1)) - (energy(2) - energy(-2))) \
        / (12 * delta)


base = solve(R_REF, 0.0)
moved = solve(R_REF, SHIFT)
terms0 = [force_terms(base, a) for a in range(2)]
terms1 = [force_terms(moved, a) for a in range(2)]
fd0 = [numerical_force(a, lambda r: 0.0) for a in range(2)]
fd1 = [numerical_force(a, lambda r: SHIFT) for a in range(2)]
fd_slope = numerical_force(0, lambda r: SHIFT + SLOPE * (r[0] - R_REF[0]))

# Integrals of Q are position independent and equal q.
for a in range(2):
    for pos in (R_REF[a], R_REF[a] + 0.037, R_REF[a] + 0.291):
        integral = step * atom_functions(a, pos)["aug"].sum(axis=2)
        assert np.allclose(integral, Q_CHARGE[a], atol=1e-11)

# Electron number, gap, and the behaviour of H, D, eps, density and energy.
gap = base["eps"][N_ORB] - base["eps"][N_ORB - 1]
assert abs(step * base["n"].sum() - N_EL) < 1e-9
assert gap > 0.05
h_error = np.max(np.abs(moved["H"] - base["H"] - SHIFT * base["S"]))
n_error = np.max(np.abs(moved["n"] - base["n"]))
eps_change = (moved["eps"] - base["eps"])[:N_ORB]
e_change = moved["energy"] - base["energy"]
assert h_error < 1e-8 and n_error < 1e-8
assert np.allclose(eps_change, SHIFT, atol=1e-8)
assert abs(e_change - SHIFT * N_EL) < 1e-8
for a in range(2):
    assert np.allclose(moved["D"][a] - base["D"][a],
                       SHIFT * Q_CHARGE[a], atol=1e-8)
    for i in range(N_ORB):
        before = base["D"][a] - base["eps"][i] * Q_CHARGE[a]
        after = moved["D"][a] - moved["eps"][i] * Q_CHARGE[a]
        assert np.allclose(before, after, atol=1e-8)

# Complete force: formula against energy differences, and invariance.
for a in range(2):
    t0, t1 = terms0[a], terms1[a]
    assert abs(t0["total"] - fd0[a]) < 1e-6
    assert abs(t1["total"] - fd1[a]) < 1e-6
    assert abs(t1["total"] - t0["total"]) < 1e-8
    assert abs(t1["local"] - t0["local"]) < 1e-8
    assert abs(t1["aug"] - t0["aug"]) < 1e-8
    assert abs(t1["D"] - t0["D"] + SHIFT * t0["q_dP"]) < 1e-8
    assert abs(t1["eps_q"] - t0["eps_q"] - SHIFT * t0["q_dP"]) < 1e-8
    assert abs(SHIFT * t0["q_dP"]) > 1e-3
assert abs(terms0[0]["total"]) > 1e-3
assert abs(terms0[0]["total"] + terms0[1]["total"]) < 1e-6

# A position-dependent constant does change the force.
assert abs(fd_slope - (terms0[0]["total"] - SLOPE * N_EL)) < 1e-6

# Shifting the local potential but not D does not shift levels rigidly.
faulty = eigh(base["H"] + SHIFT * np.eye(len(g_basis)), base["S"],
              eigvals_only=True)
faulty_change = (faulty - base["eps"])[:N_ORB]
assert np.all(faulty_change < SHIFT - 0.01)
assert abs(faulty_change[0] - faulty_change[1]) > 1e-4

print(f"cell length {LENGTH:.1f} bohr, electrons {N_EL:.0f}")
print(f"positions R1, R2 = {R_REF[0]:.1f}, {R_REF[1]:.1f} bohr")
print(f"plane waves {len(g_basis)}, grid points {N_GRID}")
print(f"ion well depths {DEPTH[0]:.1f}, {DEPTH[1]:.1f} hartree")
print(f"shift c = {SHIFT:.2f} hartree")
print(f"gap above occupied levels = {gap:.4f} hartree")
for label, sol in (("c=0", base), ("c>0", moved)):
    e1, e2 = sol["eps"][:N_ORB]
    print(f"{label}: eps1, eps2 = {e1:.6f}, {e2:.6f} hartree")
    d00, q00 = sol["D"][0][0, 0], Q_CHARGE[0][0, 0]
    print(f"{label}: atom 1 D00 = {d00:.6f} hartree, q00 = {q00:.2f}")
    print(f"{label}: D00-eps1*q00 = {d00 - e1 * q00:.6f} hartree")
    print(f"{label}: D00-eps2*q00 = {d00 - e2 * q00:.6f} hartree")
    print(f"{label}: total energy = {sol['energy']:.6f} hartree")
print(f"energy change = {e_change:.6f} hartree")
print(f"max |H(c)-H(0)-c S| = {h_error:.1e} hartree")
print(f"max density change = {n_error:.1e} 1/bohr")
print("forces below in hartree/bohr")
for a in range(2):
    print(f"atom {a + 1}: term, at c=0, at c>0, change")
    for key in ("local", "aug", "D", "eps_q", "total"):
        f0, f1 = terms0[a][key], terms1[a][key]
        change = round(f1 - f0, 6) + 0.0
        print(f"  {key:6s} {f0:10.6f} {f1:10.6f} {change:10.6f}")
    print(f"  energy difference force, c=0: {fd0[a]:.6f}")
    print(f"  energy difference force, c>0: {fd1[a]:.6f}")
    print(f"  sum f q dP/dR = {terms0[a]['q_dP']:.6f} 1/bohr")
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
converted = terms0[0]["total"] * hartree_ev / bohr_angstrom
print(f"total force on atom 1 = {converted:.4f} eV/angstrom")
print(f"slope dc/dR1 = {SLOPE:.2f} hartree/bohr")
print(f"force on atom 1 with slope = {fd_slope:.6f} hartree/bohr")
print(f"-N dc/dR1 = {-N_EL * SLOPE:.6f} hartree/bohr")
print("level shifts if D is left unshifted (hartree):")
print(f"  {faulty_change[0]:.6f}, {faulty_change[1]:.6f}")
print("tests ok")
```

Output:

```
cell length 12.0 bohr, electrons 4
positions R1, R2 = 4.6, 7.3 bohr
plane waves 45, grid points 108
ion well depths 2.0, 1.6 hartree
shift c = 0.75 hartree
gap above occupied levels = 0.5349 hartree
c=0: eps1, eps2 = -0.773808, -0.459941 hartree
c=0: atom 1 D00 = -0.396140 hartree, q00 = 0.50
c=0: D00-eps1*q00 = -0.009236 hartree
c=0: D00-eps2*q00 = -0.166170 hartree
c=0: total energy = -3.497991 hartree
c>0: eps1, eps2 = -0.023808, 0.290059 hartree
c>0: atom 1 D00 = -0.021140 hartree, q00 = 0.50
c>0: D00-eps1*q00 = -0.009236 hartree
c>0: D00-eps2*q00 = -0.166170 hartree
c>0: total energy = -0.497991 hartree
energy change = 3.000000 hartree
max |H(c)-H(0)-c S| = 9.5e-15 hartree
max density change = 4.9e-15 1/bohr
forces below in hartree/bohr
atom 1: term, at c=0, at c>0, change
  local    0.168072   0.168072   0.000000
  aug     -0.008906  -0.008906   0.000000
  D       -0.017925   0.005917   0.023843
  eps_q    0.004381  -0.019461  -0.023843
  total    0.145622   0.145622   0.000000
  energy difference force, c=0: 0.145622
  energy difference force, c>0: 0.145622
  sum f q dP/dR = -0.031790 1/bohr
atom 2: term, at c=0, at c>0, change
  local   -0.158067  -0.158067   0.000000
  aug      0.003271   0.003271   0.000000
  D        0.002323   0.001308  -0.001015
  eps_q    0.006851   0.007866   0.001015
  total   -0.145622  -0.145622   0.000000
  energy difference force, c=0: -0.145622
  energy difference force, c>0: -0.145622
  sum f q dP/dR = 0.001353 1/bohr
total force on atom 1 = 7.4882 eV/angstrom
slope dc/dR1 = 0.05 hartree/bohr
force on atom 1 with slope = -0.054378 hartree/bohr
-N dc/dR1 = -0.200000 hartree/bohr
level shifts if D is left unshifted (hartree):
  0.552186, 0.613999
tests ok
```
